# ddCOSMO: Schwarz Iteration on Atomic Spheres, Its Cost and Adjoint Forces, part 2

ddCOSMO computes the solvation energy \(E\) of charges \(q_j\) at the centres \(x_j\) of \(M\) overlapping balls \(\Omega_j\), with radii \(r_j\), spheres \(\Gamma_j\) and union \(\Omega\). Hartree atomic units are used. The reaction potential \(W\) is harmonic in \(\Omega\) and equals \(-\Phi\) on \(\partial\Omega\), where \(\Phi\) is the vacuum potential of the charges; \(f=(\varepsilon-1)/\varepsilon\). Each ball has a harmonic \(W_j\) with
\[
W_j(y)=-U_j(y)\Phi(y)+\sum_{k\neq j}\omega_{jk}(y)W_k(y),\quad y\in\Gamma_j,\tag{1}
\]
\[
W_j(x_j+r_jts)=\sum_{l\le L}\sum_mD_lX_j^{lm}\,t^lY_{lm}(s),\tag{2}
\]
where \(Y_{lm}\) are real orthonormal harmonics, \(D_l=4\pi/(2l+1)\) and \(n_b=(L+1)^2\).

The \(N_g\) Lebedev points \(s_n\), with weights \(w_n\), give \(y_j^n=x_j+r_js_n\). At \(y=y_j^n\), \(v_k=y-x_k\), \(\hat v_k=v_k/|v_k|\), \(t_k=|v_k|/r_k\), and \(u\) is \((1-t_k)/\eta\) clipped to \([0,1]\). The smooth weights are
\[
\chi=u^3(6u^2-15u+10),\qquad \chi'\equiv\frac{d\chi}{dt}=-\frac{30u^2(1-u)^2}{\eta},
\]
\[
F=\sum_k\chi(t_k),\qquad\omega_{jk}=\frac{\chi(t_k)}{\max(1,F)},\qquad U_j=\max(0,1-F).
\]
They cause a bias set by \(\eta\) that no increase of \(L\) removes. Sharp weights instead take \(U_j=1\) on exposed points and average the covering balls equally on buried points, those inside another ball.

Projection gives \(\mathsf LX=g\), \(\mathsf L=D-A\), with \(D\) diagonal and
\[
A_{jk}^{lm,l'm'}=\sum_nw_nY_{lm}(s_n)\,\omega_{jk}^n\,D_{l'}t_k^{l'}Y_{l'm'}(\hat v_k),\qquad g_j^{lm}=-\sum_nw_nY_{lm}(s_n)U_j^n\Phi(y_j^n).\tag{3}
\]
The energy is \(E=\tfrac12f\,\Psi\cdot X\), with \(\Psi_j^{lm}=\sqrt{4\pi}\,q_j\,\delta_{l0}\) and \(W_j(x_j)=\sqrt{4\pi}X_j^{00}\). Its differential is
\[
dE=\tfrac12f\,\Psi\cdot\mathsf L^{-1}(dg-d\mathsf L\,X)=\tfrac12f\,S\cdot(dg-d\mathsf L\,X),\qquad\mathsf L^TS=\Psi.\tag{4}
\]
With \(\xi_j^n=w_n\sum_{lm}S_j^{lm}Y_{lm}(s_n)\), the apparent charges before scaling by \(f\) are \(-\xi_j^nU_j^n\), and they sum to \(-\sum_jq_j\).

Both systems are solved by block Jacobi sweeps to tolerance \(\tau\). \(K\) is the number of neighbours of a ball, and \(\theta\) bounds the error reduction per sweep before truncation and quadrature. The data of the four-ball test cluster are in the closing list of numbers.

**Explicit gradient.** Equation (4) is the differential of \(\tfrac12f\,S\cdot(g-\mathsf LX)\) at fixed \(S\) and \(X\). The part \(S\cdot DX\) is constant, and by (3) and (2) the rest is \(\sum_{jn}\xi_j^n\Lambda\) with \(\Lambda=-U\Phi+\sum_k\omega_{jk}W_k\) at \(y_j^n\). For \(F<1\), \(\Lambda=-\Phi+\sum_k\chi_k(W_k+\Phi)\), and collecting the \(d\Phi\) terms as \(-(1-F)\,d\Phi\),
\[
d\Lambda=\sum_k(W_k+\Phi)\,d\chi_k+\sum_k\omega_{jk}\,dW_k-U\,d\Phi .
\]
For \(F>1\), \(\Lambda=\sum_k\chi_kW_k/F\equiv\bar W\), and the quotient rule with \(dF=\sum_kd\chi_k\) gives
\[
d\Lambda=\sum_k\frac{W_k-\bar W}{F}\,d\chi_k+\sum_k\omega_{jk}\,dW_k .
\]
The directions \(s_n\) are fixed in space, so \(dy=dx_j\) and \(dv_k=dx_j-dx_k\). Then \(d\chi_k=\chi'\,\hat v_k\cdot dv_k/r_k\) and \(dW_k=\nabla W_k\cdot dv_k\). With \(B=-\Phi\) for \(F<1\) and \(B=\bar W\) otherwise,
\[
dE=\frac f2\sum_{jn}\xi_j^n\Big\{\sum_k\Big[\frac{(W_k-B)\chi'\,\hat v_k}{r_k\max(1,F)}+\omega_{jk}\nabla W_k\Big]\cdot(dx_j-dx_k)+U\sum_i\frac{q_i\,v_i}{|v_i|^3}\cdot(dx_j-dx_i)\Big\}.\tag{5}
\]
The last sign comes from \(d\Phi=-\sum_iq_iv_i\cdot dv_i/|v_i|^3\). Only differences of displacements appear, so the forces sum to zero. The neighbour terms cost \(O(MKn_bN_g)\). The last term has the cost of \(g\).

On the four-ball cluster, which has triple overlaps, the largest gradient component is 0.012063 Ha/bohr at \(f=1\). Equation (5) matches central differences to \(2.7\times10^{-12}\) Ha/bohr. Solving with \(\mathsf L\) in place of \(\mathsf L^T\) errs by \(1.0\times10^{-2}\), and dropping \(d\mathsf L\) errs by \(6.9\times10^{-3}\) Ha/bohr.

## Pseudocode

```
build neighbour lists |xj-xk| < rj+rk (cell list or tree)
for j, n: y, t_k, chi, chi', F, omega, U
Phi at points with U > 0;  g from (3);  Psi
X = 0; repeat X = D^-1 (g + A X)     until max-norm change < tau
S = 0; repeat S = D^-1 (Psi + A^T S) until max-norm change < tau
E = f/2 Psi.X;  check Psi.X = S.g
xi[j,n] = w[n] sum S[j,lm] Y[lm,n];  check sum(-xi U) = -sum q
for j, n, k in neighbours(j):
    vec = xi * bracket of (5);  G[j] += vec;  G[k] -= vec
for j, n with U > 0, all i:
    vec = xi U q_i v_i/|v_i|^3; G[j] += vec;  G[i] -= vec
force = -(f/2) G
```

## An exact reference for two balls

Let two spheres at distance \(d\) meet on a circle of radius \(c\), with \(P\) and \(\tilde P\) opposite points of it. Let \(\alpha_1,\alpha_2,\alpha\) be the angles of the triangle \(x_1x_2P\) at \(x_1,x_2,P\). The inversion \(x'=P+(x-P)/|x-P|^2\) sends both spheres to planes and \(\Omega\) to a wedge of angle \(\beta\) whose edge passes through \(\tilde P'\). It obeys \(|x'-y'|=|x-y|/(|x-P||y-P|)\), and \(|x-P|^{-1}u(x')\) is harmonic when \(u\) is. So \(G=G_w(x',y')/(|x-P||y-P|)\) has the singularity \(1/|x-y|\) and vanishes on \(\partial\Omega\), and the regular parts scale by the same factor.

Axis points satisfy \(|x-P|=|x-\tilde P|\), so their images lie at \(\rho=1/2c\) from the edge, on a circle about \(\tilde P'\) through \(P\), in the plane normal to the edge. Inversion keeps directions from \(P\), and a central angle is twice the inscribed one. The axis point at height \(z\) above the plane of the circle therefore has polar angle \(\varphi=2\operatorname{atan2}(c,-z)\). The outer poles lie on the wedge faces, at \(\varphi=\alpha_1\) and \(2\pi-\alpha_2\) by the half-angle formula, and the centres at \(2\alpha_1\) and \(2\pi-2\alpha_2\). Thus \(\beta=2\pi-\alpha_1-\alpha_2=\pi+\alpha\), and from the first face \(\vartheta_1=\alpha_1\), \(\vartheta_2=\beta-\alpha_2\).

Separation in cylinder coordinates gives, for equal \(\rho\) and equal height, \(1/|x'-y'|=(\pi\rho)^{-1}\sum_{m=-\infty}^\infty Q_{|m|}e^{im(\vartheta-\vartheta')}\), where the toroidal function has the Mehler-type form \(Q_\nu=\int_0^\infty e^{-\nu u}du/(2\sinh\tfrac u2)\), which is the standard integral \(\int_\eta^\infty e^{-\nu u}(2\cosh u-2\cosh\eta)^{-1/2}du\) for the Legendre function \(Q_{\nu-1/2}(\cosh\eta)\) at \(\eta=0\). It is taken as given here and checked numerically below. Each term diverges logarithmically at \(u=0\), so the sum over \(m\) is done under the integral. In the wedge the radial equation is the same with \(m\to\nu=ma\), \(a=\pi/\beta\), and the angular factor \(e^{im(\vartheta-\vartheta')}/2\pi\) becomes \((2/\beta)\sin\nu\vartheta\sin\nu\vartheta'\), so \(G_w=(4/\beta\rho)\sum_{m\ge1}Q_\nu\sin\nu\vartheta\sin\nu\vartheta'\). Write the product of sines as half a difference of cosines and sum the geometric series, \(\sum_{m\ge1}e^{-mau}\cos ma\psi=\tfrac12(K_a(\psi)-1)\) with \(K_a(\psi)=\sinh au/(\cosh au-\cos a\psi)\). Using \(|x_i-P|=r_i\), the reaction potential at \(x_i\) of a unit charge at \(x_k\) is
\[
H_{ik}=\frac{2c}{r_ir_k}\int_0^\infty\frac{du}{2\sinh\frac u2}\Big[\frac{K_a(\vartheta_i-\vartheta_k)-K_a(\vartheta_i+\vartheta_k)}{\beta}-\frac{K_1(\vartheta_i-\vartheta_k)}{\pi}\Big].
\]
The integral is tested against the three-image solution at \(\beta=\pi/2\), where \(\nu=2m\) is an integer. Its use at non-integer \(\nu\) is tested separately: for the example below an independent axial solver with sharp weights is required to agree with every \(H_{ik}\) to \(10^{-3}\) of its value at \(L=320\).

## Worked example

The model is a polar diatomic with round parameters \(r_1=3.0\), \(r_2=2.5\), \(d=3.5\) bohr, \(q=\pm0.5\), \(\varepsilon=80\), so \(f=79/80=0.9875\). The cosine rule gives \(\cos\alpha=(9+6.25-12.25)/15=0.2\), hence \(\beta=258.463^\circ\), and \(c=2.09956\) bohr. The exact energy is
\[
\tfrac12fq^2(H_{11}+H_{22}-2H_{12})=0.1234375\,(-0.3270377-0.3841526+0.4893748)=-0.0273803\ \text{Ha}.
\]
With \(L=10\), 1202 points and \(\eta=0.1\) there are 242 unknowns, and each Jacobi solve takes 21 sweeps to \(10^{-10}\). The \(l=0\) entries of \(X\) are \(-0.011596\) and \(0.019687\) Ha/e, which on multiplication by \(\sqrt{4\pi}\) give \(W(x_1)=-0.04111\) and \(W(x_2)=0.06979\) Ha/e. With the unrounded values,
\[
E=0.49375\,(0.5\times(-0.041106)-0.5\times0.069789)=-0.027377\ \text{Ha}=-17.18\ \text{kcal/mol}.
\]
This deviates from the exact conductor-model value by \(1.2\times10^{-4}\) of it, which is smaller than the deviations of the parts. The figure depends on the setting. Turning the axis against the grid moves \(E\) between \(-0.027374\) and \(-0.027377\) Ha, a deviation of 1 to \(2\times10^{-4}\), and at large \(L\) with converged quadrature the deviation changes sign, with \(E\) too negative by \(1.0\times10^{-4}\) of it. The discrete \(H_{11},H_{12},H_{21},H_{22}\) are \(-0.327293\), \(-0.245082\), \(-0.245170\), \(-0.384748\) Ha/e², too negative by 2.55, 3.95, 4.83 and 5.95 in units of \(10^{-4}\) Ha/e². For opposite charges they enter as \(-2.55-5.95+3.95+4.83\), about \(+0.26\) before rounding, and for equal charges all four would add. Each deviation is mainly the net of the \(\eta\) bias and a smaller truncation error of opposite sign, with a still smaller quadrature error from the 1202-point grid. Raising \(L\) at fixed \(\eta=0.1\) therefore makes the four deviations larger, not smaller, until they level off near \(L=40\) at about \(-3.8\), \(-5.8\), \(-6.6\) and \(-8.8\) in the same units. The difference between \(H_{12}\) and \(H_{21}\) shows that the scheme breaks reciprocity; with smooth weights the difference does not vanish as \(L\) grows.

The apparent charges at this \(\eta\) and \(L\) are \(-0.3735\) on sphere 1 and \(+0.3735\) on sphere 2. Gauss's law fixes only their sum, zero; the split between the spheres depends on \(\eta\) and is not the sharp-cavity value. At large \(L\) the charge on sphere 2 is \(0.372\) for \(\eta=0.1\), \(0.368\) for \(\eta=0.05\) and \(0.364\) for sharp weights. The solvation force on atom 2 along the axis is \(+0.0097413\) Ha/bohr from (5), directed away from atom 1 and equal to the finite difference of the discrete energy in all printed digits. The exact value is \(0.0097542\) Ha/bohr, a relative deviation of \(-1.3\times10^{-3}\). Most of this is quadrature error. Turning the molecular axis against the 1202-point grid moves the force between about \(0.00974\) and \(0.00977\) Ha/bohr, and converged quadrature at \(L=10\) gives \(0.009752\) Ha/bohr, a deviation of \(-3\times10^{-4}\). The numerical check lists the remaining entries.

## Accuracy and failure modes

**Algebraic convergence in \(L\).** Since \(\beta>\pi\), the edge is re-entrant and the lowest wedge mode varies as \(s^{\pi/\beta}\) with distance \(s\) from it. With sharp weights and capwise Gauss quadrature, the error of \(H_{11}\) relative to the exact value falls from \(8.7\times10^{-4}\) at \(L=10\) to \(8.6\times10^{-6}\) at \(L=320\), with order 1.37 between \(L=40\) and 320. A scaling argument takes the potential \(s^{\pi/\beta}\) times the surface charge \(s^{\pi/\beta-1}\), integrated over an unresolved strip of width \(1/L\), and suggests order \(2\pi/\beta=1.393\). The closeness supports this conjecture without proving it, and the test asserts only an order between 0.9 and 3.

**A check that cannot see the bias.** For a source outside \(\Omega\), \(W_k=-\Phi\) solves (1) for any weights summing to one. The errors at the centres of the cluster are \(7.6\times10^{-6}\), \(3.0\times10^{-8}\) and \(2.9\times10^{-10}\) Ha/e at \(L=4,8,12\). This validates the assembly of \(A\) and says nothing about \(\eta\) or the edge.

**Kinks.** When a grid point crosses \(F=1\), \(B\) jumps from \(-\Phi\) to \(\bar W\), and \(d\Lambda\) jumps by \(-(\bar W+\Phi)\,dF\). The energy stays continuous and the force does not, unless \(dF=0\). With one covering ball \(F=\chi\) reaches 1 with \(\chi'=0\), so the jump needs at least two covering balls.

**Rotations.** The grid does not turn with the molecule, and integrands containing \(\omega\) are not integrated exactly. The cluster at \(L=6\) with 302 points shows a residual torque of \(1.1\times10^{-3}\) Ha.

**Coincident points.** A buried grid point may fall on a neighbouring centre. Evaluate \(\Phi\) only where \(U>0\), and evaluate \(t^lY_{lm}(\hat v)\) as a Cartesian polynomial.

**Unconverged solves.** Equation (4) assumes \(\mathsf LX=g\) and \(\mathsf L^TS=\Psi\), and it is linear in each of \(X\) and \(S\), so their errors enter the force at first order. In compact clusters, where the growing sweep counts indicate a spectral radius \(\rho_J\) of \(D^{-1}A\) closer to one than for chains, the remaining error of a geometric iteration is about \(\rho_J/(1-\rho_J)\) times the last change, so \(\tau\) has to be tightened by that factor.

## Numbers as computed

```
one sphere R=2 a=0.8 bohr q=1 f=1 L=12: E=-0.297619048, image -0.297619048 Ha
cluster centres (bohr): [[0.0, 0.0, 0.0], [3.2, 0.3, -0.2], [1.4, 2.9, 0.4], [1.2, 1.0, 3.0]]
cluster radii (bohr): [2.6, 2.2, 2.4, 2.0]  charges (e): [0.6, -0.4, 0.3, -0.2]
unit charge at (-5,-4,-3): max|W+Phi| L=4,8,12: 7.6e-06 3.0e-08 2.9e-10 Ha/e
cluster L=6, 302 pts, eta=0.1, f=1: E=-0.0486149 Ha, max|dE/dx|=0.012063 Ha/bohr
gradient error: adjoint 2.7e-12, L for L^T 1.0e-02, no dL 6.9e-03 Ha/bohr
|L-L^T|/|L| = 0.427; apparent charge sum -0.30000000 e
residual torque of fixed grid = 1.1e-03 Ha
EXAMPLE r=3.0,2.5 bohr d=3.5 bohr q=+0.5,-0.5 e eps=80.0 f=0.9875
circle radius 2.09956 bohr, beta=258.463 deg, 2pi/beta=1.393
exact H11,H12,H22 = -0.3270377 -0.2446874 -0.3841526 Ha/e^2
sharp axial rel. error H11, L=10..320: 8.7e-04 3.7e-04 1.5e-04 5.8e-05 2.2e-05 8.6e-06
observed order L=40->320: 1.37
L=10, 1202 points, eta=0.1, unknowns 242, Jacobi its (1e-10) X:21 S:21
H11,H12,H21,H22 = -0.327293 -0.245082 -0.245170 -0.384748 Ha/e^2
sphere 1: exposed 0.87033, g00=-0.166993, X00=-0.011596 Ha/e, Psi00=1.772454, S00=0.115568 e
sphere 1: W(centre)=-0.041106 Ha/e, apparent charge -0.373525 e
sphere 2: exposed 0.79656, g00=0.245631, X00=0.019687 Ha/e, Psi00=-1.772454, S00=-0.130849 e
sphere 2: W(centre)=0.069789 Ha/e, apparent charge 0.373525 e
E ddCOSMO -0.0273771 Ha = -17.179 kcal/mol; exact -0.0273803 Ha; rel. dev -1.2e-04
Fz on 2: adjoint 0.0097413, finite diff 0.0097413 Ha/bohr
Fz on 2: exact 0.0097542, sharp axial L=320 0.0097542 Ha/bohr; rel. dev adjoint -1.3e-03
chain R=3.0 spacing 3.6 bohr q=+-0.5, L=6, 302 pts, tol 1e-8: theta=0.396
M=8: blocks 22 of 64, its X:19 S:19, mult/sphere 1.6e+05, spectral radius 0.347
M=16: blocks 46 of 256, its X:19 S:19, mult/sphere 1.71e+05, spectral radius 0.348
M=32: blocks 94 of 1024, its X:20 S:19, mult/sphere 1.81e+05
M=64: blocks 190 of 4096, its X:20 S:19, mult/sphere 1.84e+05
M=128: blocks 382 of 16384, its X:20 S:19, mult/sphere 1.86e+05
cube spacing 3.0, R=2.94 bohr, equal charges, L=3, 50 pts, tol 1e-8
n=2 M=8: max neighbours 7, buried 0, blocks 64, its 52
n=3 M=27: max neighbours 26, buried 1, blocks 343, its 100
n=4 M=64: max neighbours 26, buried 8, blocks 1000, its 157
n=5 M=125: max neighbours 26, buried 27, blocks 2197, its 226
n=6 M=216: max neighbours 26, buried 64, blocks 4096, its 305
packing bound on neighbours: 118
```
